Zero-Point Energy of Vibrational Polaritons, in Total and per Molecule

**Question.** A molecular vibration is tuned into resonance with an infrared cavity mode, and the absorption line splits into two polaritons. The new normal modes have new frequencies, so the zero-point energy, which depends on their sum, can change. How large is this change for the whole ensemble, how much of it belongs to one molecule, and can that share matter beside the thermal energy kT?

**Answer.** The size follows from the normal modes of coupled oscillators, provided that the light-matter energy is written completely. The total is needed first, because the share of one molecule depends on how many molecules use the same cavity mode.

**The model and its normal modes**

In the cavity Born-Oppenheimer picture the electrons stay in their ground state, while the nuclei and the cavity field move as slow coordinates. Let q_i be the mass-weighted displacement of the vibration in molecule i, with angular frequency ω, and q_c the coordinate of one cavity mode of frequency ω_c. In the dipole gauge the field coordinate and the molecular dipoles enter through a single square. With each dipole expanded to first order in q_i, the potential energy is

V = ½(ω_c q_c + Σ_i g_i q_i)² + ½ω² Σ_i q_i².

The coupling g_i has the dimension of a frequency. It is the dipole derivative along the cavity polarization times a field factor that scales as 1/√(mode volume). Constant dipoles shift the equilibrium value of q_c and leave the frequencies alone, so they have been removed by a shift of origin. The model leaves out anharmonicity, losses, direct forces between molecules, and the change of the electronic state with the cavity field.

Expanding the square gives three parts: the field energy ½ω_c²q_c², the bilinear coupling ω_c q_c Σ_i g_i q_i, and the dipole self-energy ½(Σ_i g_i q_i)². The last is of second order in the coupling. The energy sought is also of second order, so the self-energy must be kept.

The field sees one combination of the vibrations, the bright mode

Q = (1/g) Σ_i g_i q_i, with g² = Σ_i g_i².

The factor 1/g normalizes Q, so it can serve as the first axis of a rotated set of coordinates. A rotation preserves both the kinetic energy and Σ_i q_i². The other N−1 axes are dark modes: they do not appear in the coupling, they keep the frequency ω, and they contribute nothing to the energy change. What remains is

V = ½(ω_c q_c + gQ)² + ½ω²Q²,

whose matrix of second derivatives in (q_c, Q) is

K = [[ω_c², ω_c g], [ω_c g, ω² + g²]].

Its eigenvalues are the squared polariton frequencies ω₊² and ω₋². The determinant is their product and the trace is their sum:

ω₊²ω₋² = ω_c²(ω² + g²) − ω_c²g² = ω_c²ω²

ω₊² + ω₋² = ω_c² + ω² + g².

Both are positive, so both frequencies are real for any g, and ω₊ω₋ = ω_cω. Adding or subtracting twice this product completes the squares:

(ω₊ + ω₋)² = (ω_c + ω)² + g²

(ω₊ − ω₋)² = (ω_c − ω)² + g².

At resonance, ω_c = ω, the second line gives ω₊ − ω₋ = g. The collective coupling is therefore equal to the full polariton splitting, Ω_R = g. The first line then gives

ω± = √(ω² + Ω_R²/4) ± Ω_R/2.

**The total change**

Each oscillator has zero-point energy ħ/2 times its frequency. Relative to the uncoupled vibration and cavity mode, the change at resonance is

ΔE0 = (ħ/2)(ω₊ + ω₋ − 2ω)
= ħ[√(ω² + Ω_R²/4) − ω]
= ħω[√(1 + Ω_R²/(4ω²)) − 1].

The large splitting ±Ω_R/2 cancels in the sum. What survives is the small upward displacement of the midpoint of the two polaritons.

For a splitting well below ω, use √(1+s) = 1 + s/2 − s²/8 + …, with s = Ω_R²/(4ω²):

ΔE0 = ħΩ_R²/(8ω) − ħΩ_R⁴/(128ω³) + …

ΔE0 ≈ ħΩ_R²/(8ω).

The ratio of the second term to the first is −Ω_R²/(16ω²), which is the leading relative correction to the estimate. Since √(1+s) ≤ 1 + s/2, the estimate is also an upper bound on ΔE0 in this model.

Take round parameters: a vibration and a cavity mode at 2000 cm⁻¹, with a splitting of 100 cm⁻¹. All terms in the formulas are frequencies, so wavenumbers can be inserted directly:

√(2000² + 50²) = 2000.625 cm⁻¹

upper polariton = 2000.625 + 50 = 2050.625 cm⁻¹

lower polariton = 2000.625 − 50 = 1950.625 cm⁻¹.

The midpoint has risen by 0.625 cm⁻¹, and this is the zero-point change. The estimate gives the same figure:

ΔE0 ≈ 100²/(8 × 2000) = 0.625 cm⁻¹ = 0.077 meV.

It exceeds the full expression by 1.6 × 10⁻⁴ of the latter. A splitting of 5% of the vibrational frequency thus changes the zero-point energy by less than one wavenumber per cavity mode. A sample that couples to many modes has a total in proportion to their number: with the mode count given below, 1 mm² of planar cavity holds about 2.5 × 10⁵ modes, and their changes add to about 10⁵ cm⁻¹.

**Where the energy comes from, and why its sign needs care**

Perturbation theory shows which terms produce the result. At resonance write

q_c = √(ħ/2ω)(a + a†), Q = √(ħ/2ω)(b + b†).

The self-energy ½g²Q² acts in first order. In the uncoupled ground state the mean of Q² is ħ/(2ω), so

E_self = ½g² × ħ/(2ω) = +ħg²/(4ω).

The bilinear term is

ωg q_cQ = (ħg/2)(a + a†)(b + b†).

Its mean in the ground state vanishes. It connects the ground state to the state with one quantum in each oscillator, with matrix element ħg/2 and excitation energy 2ħω. Second-order perturbation theory gives

E_bil = −(ħg/2)²/(2ħω) = −ħg²/(8ω).

The self-energy in second order is already of order g⁴. To order g² the sum is

E_self + E_bil = ħg²/(4ω) − ħg²/(8ω) = +ħg²/(8ω),

in agreement with the normal modes. In the example the two parts are +1.250 and −0.625 cm⁻¹.

The magnitude Ω_R²/(8ω) can therefore appear with either sign, depending on the Hamiltonian. If the self-energy is dropped, the resonant matrix becomes [[ω², ωg], [ωg, ω²]], with eigenvalues ω² ± ωg. The change is then

(ħω/2)[√(1 + g/ω) + √(1 − g/ω) − 2] ≈ −ħg²/(8ω),

because the terms linear in g/ω cancel and each root contributes −g²/(8ω²). For the example this gives −0.625 cm⁻¹. The truncated model also has a defect at strong coupling: its lower frequency reaches zero at g = ω and is imaginary beyond. The complete square has no such instability.

The rotating-wave approximation gives a third answer. It keeps the exchange terms (ħg/2)(a†b + ab†) and drops the self-energy. The exchange terms give zero when they act on the state without quanta, so the energy of that state does not change. It remains the ground state as long as the lower polariton frequency ω − g/2 is positive. An approximation that describes the splitting well can thus miss the zero-point change altogether.

**The share of one molecule**

Let all molecules have the same coupling g₁. Then Ω_R² = g² = Ng₁², and to leading order

ΔE0/N ≈ ħΩ_R²/(8ωN) = ħg₁²/(8ω).

An average share need not be the energy at stake when one molecule reacts. Suppose that a molecule leaves the ensemble because its vibration no longer couples to the cavity. Its disappearance changes Ng₁² to (N−1)g₁², so the total changes by

ΔE0(N) − ΔE0(N−1) ≈ (ħg₁²/8ω)[N − (N−1)] = ħg₁²/(8ω).

This equals the average share to leading order. The collective splitting gives a single reacting molecule no access to the total energy: removing one molecule from many hardly changes the splitting, and the energy follows the square of the splitting. If instead the molecule stays coupled with the same g₁ while its frequency changes from ω to ω′, the change ħ(ω′ − ω)/2 is ordinary chemistry, present without a cavity. The cavity part changes too. To leading order it is the self-energy ħg₁²/(4ω′) plus the bilinear term −ħωg₁²/[4ω′(ω + ω′)], which sum to ħg₁²/[4(ω + ω′)]. This equals the share at ω′ = ω and stays below twice the share for any ω′.

Two ways of changing N have to be kept apart. If molecules are added to a cavity of fixed volume, g₁ is fixed. As long as the splitting stays well below ω, the total then grows nearly as N, and the share stays nearly the same. If the cavity is enlarged at fixed number density, g₁² falls as 1/(mode volume) while N grows as the volume. Then Ω_R and the total for this mode are fixed, and the share due to this one mode falls as 1/N. A larger cavity can also hold more modes: widening a planar cavity adds them in proportion to its area, so the share summed over modes stays the same, and N has to be counted per mode, as in the next section. The second case applies when a measured splitting is given and one asks what it implies for each molecule.

**How many molecules share a mode**

A planar cavity has many modes, labelled by their in-plane wavevector, so N is not the number of molecules in the whole sample. It is the number of molecules per mode. In a large area A, allowed wavevectors have density A/(2π)². A disk of radius k holds

πk² × A/(2π)² = Ak²/(4π)

of them, and two polarizations double this to Ak²/(2π).

Let the cavity be half a wavelength thick, with λ = 2πc/ω, and let its half-wave branch be resonant at normal incidence. The branch frequency is ω_k = √(ω² + c²k²). As a cutoff, count modes up to k = ω/c = 2π/λ, where ω_k = √2 ω. With number density n, the molecules per area are nλ/2, and

N = (nλ/2)/(k²/2π) = πnλ/k² = nλ³/(4π).

Up to a numerical factor, this is the number of molecules in a cube one wavelength wide. Infrared wavelengths are thousands of times larger than molecular distances, which is why N is so large.

For 2000 cm⁻¹ the wavelength is 5.00 µm and the thickness 2.50 µm. With a round density of 10²⁸ m⁻³ and no correction for a refractive index,

k = 2π/(5.00 × 10⁻⁶ m) = 1.257 × 10⁶ m⁻¹

modes per area = k²/(2π) = 2.51 × 10¹¹ m⁻²

molecules per area = 10²⁸ × 2.50 × 10⁻⁶ = 2.5 × 10²² m⁻²

N = 2.5 × 10²²/(2.51 × 10¹¹) ≈ 1 × 10¹¹.

The cutoff, the choice of branch and the neglected refractive index make this an order of magnitude. For example, ideal mirrors also carry a branch ω_k = ck that starts at zero frequency. It is not counted here, and counting it up to the same frequency √2 ω would roughly double the energy per molecule found below.

The other modes also change the zero-point energy, so their sum has to be checked. Assume that the molecules fill the cavity uniformly and are oriented at random, so that different cavity modes couple to bright modes that are orthogonal up to statistical fluctuations, which shrink as the number of molecules grows. In that limit the potential separates into independent pairs, and the energy changes add. Assume also the same g for every mode. From the sum of frequencies found above, a mode of frequency ω_k contributes

ΔE_k = (ħ/2)[√((ω_k + ω)² + g²) − (ω_k + ω)].

Multiplying and dividing by the sum of the root and (ω_k + ω) gives

ΔE_k = (ħ/2) g²/[√((ω_k + ω)² + g²) + ω_k + ω].

The denominator grows with ω_k. Every mode on this branch has ω_k ≥ ω, so none contributes more than the resonant mode. There is one counted mode for every N molecules, and hence the counted modes together give at most ΔE0/N per molecule.

A higher cutoff would add more modes and lower N. Those modes are far from resonance, and molecules in free space couple to short-wavelength modes as well. The effect of the cavity is the difference between the two mode sums, which this estimate does not compute. The bound ΔE0/N changes by many orders of magnitude with the cutoff. For modes with ω_k ≥ ω and the same g, the energy per molecule stays below ΔE0 as long as the counted modes do not outnumber the molecules. For one such oscillator between ideal mirrors the difference of the two sums is the attraction of the fluctuating dipole to its images, and it is negative. In the example it is about −2 × 10⁻¹² cm⁻¹ at the middle of the cavity, of the same order as ΔE0/N. At a distance z much smaller than λ from a mirror it grows as −ħΩ_R²/(32πnωz³), which is about −5 × 10⁻³ cm⁻¹ at 1 nm, still far below kT.

**Comparison with kT**

At 300 K the thermal energy is kT = 208.5 cm⁻¹. The total change for one resonant mode is already small beside it:

ΔE0/kT = 0.625/208.5 = 3.0 × 10⁻³.

For one molecule, ΔE0/N is an upper bound on the sum over counted modes, and a close one. For g well below ω, ΔE_k ≈ ħg²/[4(ω_k + ω)], so ΔE_k/ΔE0 ≈ 2ω/(ω_k + ω), which is at least 2/(1 + √2) ≈ 0.83 up to the cutoff. With N ≈ 1 × 10¹¹,

ΔE0/N ≈ 6 × 10⁻¹² cm⁻¹ ≈ 8 × 10⁻¹³ meV

ΔE0/(N kT) ≈ 3 × 10⁻¹⁴.

Each extended mode couples to all M molecules of the sample, with a typical strength g/√M per molecule. Summed in quadrature over the M/N counted modes, this gives an effective single-molecule coupling g/√N = 100/√N ≈ 3 × 10⁻⁴ cm⁻¹. If the share entered an activation energy in full, the Boltzmann factor exp(−ΔE0/(N kT)) would differ from one by about 3 parts in 10¹⁴.

The conclusion does not rest on the precise value of N. At the same splitting of 100 cm⁻¹, the ratio per molecule would be 3 × 10⁻⁶ for N = 1000 and 3 × 10⁻⁹ for N = 10⁶. Even the hypothetical case N = 1, in which one molecule produced the whole splitting, would give 0.3% of kT.

One can also ask what splitting would make the total equal to kT. Setting ΔE0 = kT in the full expression gives

√(ω² + Ω_R²/4) = ω + kT/ħ.

Squaring and cancelling ω² leaves

Ω_R²/4 = 2ωkT/ħ + (kT/ħ)²

Ω_R = 2√(2ωkT/ħ + (kT/ħ)²).

With the numbers of the example, in wavenumbers,

Ω_R = 2√(2 × 2000 × 208.5 + 208.5²) ≈ 1870 cm⁻¹,

or 0.94 of the vibrational frequency. At such a coupling the neglected modes and the electronic response would need proper treatment, so this figure marks a scale. Even there, the energy would be shared among all the molecules that produce the splitting.

**Does temperature enlarge the effect?**

At finite temperature an equilibrium constant depends on free energies, so a comparison of zero-point energy with kT is incomplete until thermal excitation has been included. A harmonic oscillator has free energy kT ln[2 sinh(ħω/2kT)]. The dark modes cancel again, and at resonance

ΔF = kT ln[sinh(ħω₊/2kT) sinh(ħω₋/2kT)/sinh²(ħω/2kT)].

Because ω₊ω₋ = ω², the logarithms of the polariton frequencies lie symmetrically about ln ω. This fixes the sign of ΔF and gives it an upper limit.

Put u = ħω/(2kT) and regard ln sinh u as a function of ln u. Its slope is u coth u, and

d(u coth u)/du = (sinh u cosh u − u)/sinh²u > 0,

since sinh u cosh u = ½ sinh 2u > u. The slope increases, so the function is convex. The average over two symmetric points is then at least the value at the centre, which gives ΔF ≥ 0.

For the upper limit, split off the zero-point part:

ln(2 sinh u) = u + ln(1 − e^(−2u)).

The first term yields ΔE0. The second, as a function of ln u, has slope 2u/(e^(2u) − 1). The inverse of this slope, with v = 2u, is (e^v − 1)/v = 1 + v/2 + v²/6 + …, which increases with v. The slope therefore decreases, the function is concave, and its contribution to ΔF is negative or zero. Together,

0 ≤ ΔF ≤ ΔE0.

In this resonant model, thermal excitation reduces the effect. At high temperature ln sinh u ≈ ln u + u²/6. The terms ln u cancel because ω₊ω₋ = ω², and the trace gives ω₊² + ω₋² − 2ω² = Ω_R². Hence

ΔF ≈ kT × (1/6)(ħ/2kT)² Ω_R² = ħ²Ω_R²/(24kT).

This tends to zero as T grows. Classical statistics of the same coupled oscillators gives no free-energy change at all, so the effect is a quantum one.

In the example ħω/kT = 2000/208.5 ≈ 9.6, far from the classical limit. The free-energy change is 0.624 cm⁻¹, about 0.1% below the zero-point value of 0.625 cm⁻¹. The zero-point estimate is adequate at room temperature for this vibration.

**What the estimate settles**

For a resonant mode with a splitting well below the vibrational frequency, the total zero-point change is about ħΩ_R²/(8ω), positive when the dipole self-energy is included. It is a property of the ensemble. Divided among some 10¹¹ molecules, it is smaller than kT by more than thirteen orders of magnitude. This sign and size belong to the near-resonant modes. The difference between cavity and free space is negative for ideal mirrors. It is of similar size at the middle of the cavity and much larger close to a mirror, but even at 1 nm from a mirror it is more than four orders of magnitude below kT.

This limits one possible mechanism for cavity-modified chemistry, a shift of equilibrium energies through harmonic polariton frequencies. It does not treat the rate at which energy flows into or out of a reacting molecule, nor collective changes of structure or of direct forces between molecules. Loss also sets a limit on the picture: when the linewidths are comparable to the splitting, the distance between the peaks in a spectrum generally differs from Ω_R, and the energy of the damped system needs a description that includes its surroundings.

The numerical check below compares these formulas with full normal-mode calculations and with diagonalization of the quantum Hamiltonian.

Computed values

```
vibration and cavity wavenumber: 2000 cm^-1
polariton splitting: 100 cm^-1
splitting / vibration: 0.050
temperature: 300 K
thermal energy kT: 208.51 cm^-1
lower polariton: 1950.625 cm^-1
upper polariton: 2050.625 cm^-1
total zero-point change, exact: 0.62490 cm^-1
total zero-point change, exact: 0.07748 meV
total zero-point change, estimate: 0.62500 cm^-1
relative error of estimate: 1.56e-04
self-energy, first order: 1.25000 cm^-1
bilinear, second order: -0.62500 cm^-1
change without self-energy: -0.62549 cm^-1
free-energy change at 300 K: 0.62417 cm^-1
total change / kT: 2.997e-03
number density: 1.0e+28 m^-3
wavelength: 5.00 micrometre
cavity thickness: 2.50 micrometre
in-plane cutoff: 1.257e+06 m^-1
cavity modes per area: 2.513e+11 m^-2
molecules per area: 2.500e+22 m^-2
molecules per mode N: 9.947e+10
single-molecule coupling: 3.171e-04 cm^-1
zero-point change per molecule: 6.282e-12 cm^-1
zero-point change per molecule: 7.789e-13 meV
change per molecule / kT: 3.013e-14
change per molecule / kT for N = 1: 2.997e-03
change per molecule / kT for N = 1000: 2.997e-06
change per molecule / kT for N = 1000000: 2.997e-09
splitting for total change = kT: 1873.5 cm^-1
that splitting / vibration: 0.937
```
